# Kanamori interaction, rotational invariance and two-electron levels of a t2g shell, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the interaction as a tensor

Suppose the repulsion in a t2g shell is described by three freely chosen numbers: \(U\) for two electrons in the same orbital, \(U'\) for two electrons in different orbitals, and \(J\) for exchange. In a free atom, the orbitals \(zx\) and \(yz\) are only one choice out of many. Turning \(zx\) by 45° about the \(z\) axis gives \((zx+yz)/\sqrt2\), an orbital of the same shape and size, and two electrons in it must repel each other as strongly as two electrons in \(zx\). The three free numbers, however, give the turned orbital a repulsion \(\tfrac12(U+U')+J\), as equation (6) will show, instead of \(U\). With the choice \(U'=U\), the turned orbital costs \(J\) too much. The energy then depends on how the axes were drawn, and a level that should be fivefold is split. The cure is the relation \(U'=U-2J\). It is not a consequence of cubic symmetry alone, so its conditions matter as much as its form.

### Orbitals and integrals

Number the orbitals \(1=yz\), \(2=zx\), \(3=xy\). They are real, orthonormal, and transform under the rotations of a cube like the products that name them. They need not be pure atomic d functions and may have tails on neighbouring atoms. Spin–orbit coupling is neglected. In Hartree atomic units the Coulomb integrals are

\[
(mn|pq)=\iint \phi_m(\mathbf r_1)\phi_n(\mathbf r_1)\,\frac{1}{r_{12}}\,\phi_p(\mathbf r_2)\phi_q(\mathbf r_2)\,d^3r_1\,d^3r_2 . \tag{1}
\]

The first pair of indices belongs to electron 1, the second to electron 2. Since the orbitals are real, \(m\) and \(n\) may be exchanged, and so may \(p\) and \(q\). The two pairs may also be exchanged, because the electrons can be relabelled. The interaction within the shell is

\[
H=\tfrac12\sum_{mnpq}\sum_{\sigma\sigma'}(mn|pq)\,
c^\dagger_{m\sigma}c^\dagger_{p\sigma'}c_{q\sigma'}c_{n\sigma}. \tag{2}
\]

The orbital energy is the same for all three orbitals by cubic symmetry. It adds the same constant to every two-electron state and is left out, so all levels below are measured from twice the orbital energy.

### What cubic symmetry leaves

A half turn about \(z\) reverses \(x\) and \(y\). It changes the sign of \(yz\) and \(zx\) and leaves \(xy\) alone. Let the indices 1, 2, 3 occur \(a\), \(b\), \(c\) times in an integral, with \(a+b+c=4\). The half turn multiplies the integral by \((-1)^{a+b}\), but it does not change its value, since \(r_{12}\) is unaffected. A nonzero integral therefore needs \(a+b\) even. The half turn about \(x\) likewise requires \(b+c\) even. So \(a\), \(b\), \(c\) are all even or all odd. Three odd numbers have an odd sum, which cannot be 4, so all three are even.

Either one orbital occurs four times or two orbitals occur twice each. The surviving integrals are, with \(m\neq m'\),

\[
U=(mm|mm),\qquad U'=(mm|m'm'),\qquad J=(mm'|mm')=(mm'|m'm). \tag{3}
\]

The threefold rotation \(x\to y\to z\to x\) carries \(yz\to zx\to xy\to yz\). It makes \(U\) the same for each orbital, and \(U'\) and \(J\) the same for each pair.

Two inequalities follow from electrostatics. \(J\) is the interaction of the charge density \(\phi_m\phi_{m'}\) with itself, which is proportional to the integral of the squared electric field of that density, so \(J>0\). In the same way,

\[
U-U'=\tfrac12\iint\frac{[\phi_m^2-\phi_{m'}^2](\mathbf r_1)\,[\phi_m^2-\phi_{m'}^2](\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2>0 ,
\]

because the two squares give \(2U\), the cross terms give \(-2U'\), and the prefactor halves the sum. The inequality is strict whenever the densities \(\phi_m^2\) and \(\phi_{m'}^2\) differ, as they do for d-like orbitals. A choice \(U'=U\) thus cannot come from Coulomb integrals of orbitals with different densities.

All integrals fit into one expression:

\[
(mn|pq)=U'\delta_{mn}\delta_{pq}+J(\delta_{mp}\delta_{nq}+\delta_{mq}\delta_{np})+\Delta\,\delta_{mnpq},
\qquad \Delta=U-U'-2J. \tag{4}
\]

Here \(\delta_{mnpq}\) is 1 if all four indices agree and 0 otherwise. For \(m=n\neq p=q\) only the first term survives and gives \(U'\). For \(m=p\neq n=q\), or \(m=q\neq n=p\), one of the \(J\) terms survives. If all indices agree, the sum is \(U'+2J+\Delta=U\).

### The Kanamori Hamiltonian

Insert the surviving integrals into (2), one class at a time.

*All indices equal.* Equal spins give zero, because \(c^\dagger_{m\sigma}c^\dagger_{m\sigma}=0\). Opposite spins give \(n_{m\uparrow}n_{m\downarrow}\), where \(n_{m\sigma}=c^\dagger_{m\sigma}c_{m\sigma}\). The two spin orders cancel the factor \(\tfrac12\), leaving \(U\sum_m n_{m\uparrow}n_{m\downarrow}\).

*\(m=n\neq p=q\).* This gives \(\tfrac12U'\sum_{m\neq p}\sum_{\sigma\sigma'}n_{m\sigma}n_{p\sigma'}\).

*\(m=p\neq n=q\).* Both electrons leave orbital \(n\) and enter orbital \(m\). Equal spins vanish again. The two opposite-spin terms are equal, since exchanging the spins reorders one pair of creators and one pair of annihilators, with two minus signs. The result is \(J\sum_{m\neq n}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{n\downarrow}c_{n\uparrow}\), called pair hopping.

*\(m=q\neq n=p\).* The operator is \(c^\dagger_{m\sigma}c^\dagger_{n\sigma'}c_{m\sigma'}c_{n\sigma}\). Exchanging its two middle factors, which belong to different orbitals, gives \(-c^\dagger_{m\sigma}c_{m\sigma'}c^\dagger_{n\sigma'}c_{n\sigma}\). For equal spins this is \(-n_{m\sigma}n_{n\sigma}\). For opposite spins it is a spin flip, and the two spin orders are related by interchange of \(m\) and \(n\), which again cancels the factor \(\tfrac12\).

In the density terms, pairs of opposite spin have weight \(U'\) and pairs of equal spin have weight \(U'-J\). Together,

\[
\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\neq n}n_{m\uparrow}n_{n\downarrow}
+\tfrac12(U'-J)\sum_{m\neq n,\sigma}n_{m\sigma}n_{n\sigma}\\
&-J\sum_{m\neq n}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{n\downarrow}c_{n\uparrow}
+J\sum_{m\neq n}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{n\downarrow}c_{n\uparrow}.
\end{aligned} \tag{5}
\]

This is the Kanamori Hamiltonian. Up to here only cubic symmetry and real orbitals have been used, and \(U\), \(U'\), \(J\) are independent.

The spin flip cannot be dropped without cost. For one electron in each of two orbitals, parallel spins have energy \(U'-J\). The two antiparallel arrangements \(c^\dagger_{m\uparrow}c^\dagger_{n\downarrow}|0\rangle\) and \(c^\dagger_{m\downarrow}c^\dagger_{n\uparrow}|0\rangle\) both have diagonal energy \(U'\), and the spin flip couples them by \(-J\). Their sum, the third member of the triplet, then has energy \(U'-J\) as it should. With density terms alone it would stay at \(U'\), and the triplet would be split.

### Rotating the orbitals

Let \(\phi=\cos\theta\,\phi_1+\sin\theta\,\phi_2\). In \((\phi\phi|\phi\phi)\), terms with an odd number of indices 1 vanish. The six terms with two indices of each kind comprise two integrals of type \(U'\) and four of type \(J\). Hence

\[
\begin{aligned}
(\phi\phi|\phi\phi)&=(\cos^4\theta+\sin^4\theta)U+\cos^2\theta\sin^2\theta\,(2U'+4J)\\
&=U-2\cos^2\theta\sin^2\theta\,(U-U'-2J)\\
&=U-\tfrac12\Delta\sin^2 2\theta . 
\end{aligned} \tag{6}
\]

The second line uses \(\cos^4\theta+\sin^4\theta=1-2\cos^2\theta\sin^2\theta\), the third \(2\cos\theta\sin\theta=\sin2\theta\). At 45° the result is \(U-\tfrac12\Delta=\tfrac12(U+U')+J\), the value used at the start. If the interaction is to look the same in every rotated set of orbitals, the self-repulsion must not depend on \(\theta\), so

\[
\Delta=0,\qquad U'=U-2J. \tag{7}
\]

The condition is also sufficient. For a real orthogonal matrix \(R\), the new orbitals are \(\sum_a R_{am}\phi_a\), and each index of the tensor (4) is transformed by one factor \(R\). The first term becomes

\[
U'\sum_a R_{am}R_{an}\sum_c R_{cp}R_{cq}=U'\delta_{mn}\delta_{pq},
\]

by orthogonality. The two \(J\) terms are preserved in the same way, with the indices paired differently. For \(\Delta=0\) nothing else is left.

Cubic symmetry does not enforce (7), because the rotations of a cube only permute the three orbitals and change their signs. Such operations preserve \(\delta_{mnpq}\). In (6) they correspond to multiples of 90°, where \(\sin2\theta=0\).

A free atom has more symmetry. Take \(\phi_2=f(r)zx\) and \(\phi_1=f(r)yz\) with a common radial factor. A spatial rotation about \(z\) replaces \(x\) by \(x\cos\theta+y\sin\theta\) and turns \(\phi_2\) into \(\cos\theta\,\phi_2+\sin\theta\,\phi_1\). The integral cannot change, since \(r_{12}\) does not, so (6) forces \(\Delta=0\). The same rotation turns \(xy\) into \(\cos2\theta\,xy+\tfrac12\sin2\theta\,(y^2-x^2)\), which lies partly outside the t2g set. Spatial rotations and rotations of the three orbitals among themselves are therefore different operations. The spatial one fixes \(\Delta\) for one pair, cubic symmetry extends this to all pairs, and (4) then supplies invariance under the second kind.

### Levels of two electrons

Write the spatial part of a two-electron state as \(\sum_{mp}\psi_{mp}\phi_m(1)\phi_p(2)\). The interaction acts on the amplitudes by \((V\psi)_{mp}=\sum_{nq}(mn|pq)\psi_{nq}\). With (4),

\[
(V\psi)_{mp}=U'\psi_{mp}+J\psi_{pm}+J\delta_{mp}\,\mathrm{Tr}\,\psi+\Delta\,\delta_{mp}\psi_{mm}. \tag{8}
\]

The Pauli principle joins antisymmetric amplitudes to spin triplets and symmetric ones to spin singlets.

- Antisymmetric \(\psi\): \(\psi_{pm}=-\psi_{mp}\) and the diagonal vanishes. The energy is \(U'-J\), with \(3\times3=9\) states.
- Symmetric, off-diagonal \(\psi\): the energy is \(U'+J\), with 3 states.
- Diagonal \(\psi_{mp}=d_m\delta_{mp}\): the result is \((U'+J+\Delta)d_m+J\sum_n d_n\), and \(U'+J+\Delta=U-J\). If the \(d_m\) sum to zero, the energy is \(U-J\), with 2 states. If they are equal, it is \(U-J+3J=U+2J\), with 1 state.

The count is \(9+3+2+1=15\), the number of ways to place two electrons in six spin orbitals. The second and third levels differ by \((U-J)-(U'+J)=\Delta\). With (7) they merge:

\[
E=U-3J\ (9),\qquad U-J\ (5),\qquad U+2J\ (1). \tag{9}
\]

The triplets are lowest because antisymmetric amplitudes keep the electrons apart. The highest state is the in-phase mixture of the three doubly occupied orbitals, which pair hopping raises by \(2J\). For \(J\to0\) at fixed \(U\) and \(\Delta=0\), all 15 states meet at \(U\). Since \(1/r_{12}\) is positive, every level is positive for Coulomb integrals, so (9) implies \(U>3J\).

### Numbers for the free Co³⁺ ion

The 3d orbital was computed by nonrelativistic restricted Hartree–Fock in a def2-TZVP basis, with the six d electrons spread evenly over five orbitals to keep the ion spherical. The integrals, evaluated without use of (7), are \(U=1.0220\), \(U'=0.9416\) and \(J=0.0402\) hartree. The relation gives

\[
U-2J=1.0220-0.0804=0.9416\ \text{hartree},
\]

and the unrounded values agree to \(4\times10^{-10}\) hartree. Diagonalizing the full interaction for two electrons in these frozen t2g orbitals gives

\[
\begin{aligned}
U-3J&=1.0220-0.1206=0.9014\ \text{hartree}=24.53\ \text{eV}\quad(9),\\
U-J&=1.0220-0.0402=0.9818\ \text{hartree}=26.72\ \text{eV}\quad(5),\\
U+2J&=1.0220+0.0804=1.1024\ \text{hartree}=30.00\ \text{eV}\quad(1).
\end{aligned}
\]

The last digits depend on the calculation. A def2-QZVP basis raises \(U\) to 1.0232 hartree and each level by 0.03 eV. The way the shell is averaged matters more: even spreading counts 16.2 d–d pairs in place of 15, and an average-of-configuration Hartree–Fock orbital in the def2-TZVP basis gives \(U=1.056\) and \(J=0.0419\) hartree, with levels 0.8 to 1.0 eV higher. The relation (7) and the pattern of levels do not depend on these choices. These are energies of the bare interaction within t2g. Screening, orbital relaxation, relativistic effects and mixing with the e\(_g\) orbitals are left out. In a free ion, where e\(_g\) and t2g are degenerate, that mixing is not small, so the three energies are not free-ion terms. Nor are they states of Co³⁺ itself, which has six d electrons; the ion only supplies the orbital. The level pattern, though not these bare values, applies to two t2g electrons when a ligand field separates the two sets by much more than the coupling between them and \(\Delta\) stays small against \(J\).

## Second derivation: invariance from the start

The symbols carried over are these. The orbitals \(1=yz\), \(2=zx\), \(3=xy\) are real, and \((mn|pq)\) is their Coulomb integral, with the indices \(m,n\) on electron 1 and \(p,q\) on electron 2. Cubic symmetry leaves \(U=(mm|mm)\), \(U'=(mm|m'm')\) and \(J=(mm'|mm')\). Their mismatch is \(\Delta=U-U'-2J\). A two-electron state has spatial amplitudes \(\psi_{mp}\), antisymmetric for triplets and symmetric for singlets. The first derivation found the levels for any \(\Delta\) and then set \(\Delta=0\). The second assumes at once that the interaction is unchanged by every rotation of the three orbitals among themselves, and asks what this says about the states.

Starting from cubic symmetry, the first derivation has shown that the interaction is invariant under rotations of the three orbitals exactly when \(U'=U-2J\), and that the two-electron levels then hold 9, 5 and 1 states. It remains to obtain the relation and the levels from invariance itself, to extend the result to any number of electrons, and to see what changes when only cubic symmetry holds.
